# Exposed area of hemispherical islands on a square nucleation grid: test program

```python
"""Exposed growth area of hemispherical islands in atomic layer deposition.

Result under test: for equal hemispheres of radius r on a square grid of
spacing b, the exposed island area per planar area S(r) has its global
maximum pi/2 at r = b/2, when neighbouring islands first touch.
Symbols: g = normal growth per cycle, h = mean film thickness,
n = nucleus density, u = r*sqrt(pi*n). Lengths in tests are in units of b.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import cKDTree
from scipy.special import dawsn

rng = np.random.default_rng(12345)
PI = np.pi


def area_ratio(r):
    """Derived S(r) for the square grid, b = 1."""
    if r <= 0.5:
        return 2 * PI * r**2
    if r <= np.sqrt(0.5):
        return 2 * PI * r * (1 - r)
    a, s2 = 0.5, r**2 - 0.25
    return (8 * a * r * np.arcsin(min(1.0, a / np.sqrt(s2)))
            - 4 * r**2 * np.arcsin(min(1.0, a**2 / s2)))


def thickness(r):
    """Derived mean thickness h(r) up to closure, b = 1."""
    if r <= 0.5:
        return 2 * PI * r**3 / 3
    return PI * r**2 - 2 * PI * r**3 / 3 - PI / 12


def hemisphere_points(count):
    """Points spread evenly over the unit hemisphere."""
    i = np.arange(count)
    z = (i + 0.5) / count
    phi = i * PI * (3 - np.sqrt(5))
    rho = np.sqrt(1 - z**2)
    return rho * np.cos(phi), rho * np.sin(phi), z


UNIT = hemisphere_points(200000)


def counted_ratio(r, neighbours, cell_area):
    """S from the definition: surface points outside every other sphere."""
    x, y, z = (r * c for c in UNIT)
    free = np.ones(x.size, dtype=bool)
    for dx, dy in neighbours:
        free &= (x - dx)**2 + (y - dy)**2 + z**2 >= r**2
    return 2 * PI * r**2 * free.mean() / cell_area


def grid_neighbours(bx, by):
    return [(i * bx, j * by) for i in (-1, 0, 1) for j in (-1, 0, 1)
            if (i, j) != (0, 0)]


def ring(distance, number, start):
    angles = start + 2 * PI * np.arange(number) / number
    return [(distance * np.cos(t), distance * np.sin(t)) for t in angles]


# Square grid: area law in all three regimes and position of the maximum
square = grid_neighbours(1.0, 1.0)
radii = np.arange(15, 61) * 0.02
counted = np.array([counted_ratio(r, square, 1.0) for r in radii])
derived = np.array([area_ratio(r) for r in radii])
area_error = np.max(np.abs(counted - derived))
assert area_error < 2e-3  # finite number of surface points
assert abs(radii[np.argmax(counted)] - 0.5) < 1e-9
assert abs(counted.max() - PI / 2) < 1e-3

# Closed-film formula against direct quadrature, and its large-r limit
for r in (0.75, 1.0, 2.0):
    direct = 4 * quad(lambda y: quad(
        lambda x: r / np.sqrt(r**2 - x**2 - y**2), 0, 0.5)[0], 0, 0.5)[0]
    assert abs(direct - area_ratio(r)) < 1e-7
assert abs(area_ratio(10.0) - 1 - 1 / 1200) < 1e-5

# Height field of the union of islands: volume growth and bare substrate
m = 400
axis = (np.arange(m) + 0.5) / m - 0.5
X, Y = np.meshgrid(axis, axis)


def height_field(r):
    top = np.zeros_like(X)
    for dx, dy in square + [(0.0, 0.0)]:
        d2 = (X - dx)**2 + (Y - dy)**2
        top = np.maximum(top, np.sqrt(np.clip(r**2 - d2, 0, None)))
    return top


gain = height_field(0.9).mean() - height_field(0.3).mean()
integral = quad(area_ratio, 0.3, 0.9, points=[0.5, np.sqrt(0.5)])[0]
assert abs(gain - integral) < 5e-4  # grid error at island rims
for r in (0.4, 0.6, 0.7):
    assert abs(height_field(r).mean() - thickness(r)) < 5e-4
total = np.array([s + np.mean(height_field(r) == 0)
                  for r, s in zip(radii, counted)])
assert abs(radii[np.argmax(total)] - 0.5) < 1e-9
assert abs(total.max() - 1 - PI / 4) < 2e-3

# Other lattices: where the maximum falls and how high it is
scan = np.arange(8, 21) * 0.05
triangular = ring(1.0, 6, 0.0)
honeycomb = (ring(1.0, 3, 0.0) + ring(np.sqrt(3), 6, PI / 6)
             + ring(2.0, 3, PI / 3))
cases = {
    "triangular": (triangular, np.sqrt(3) / 2, 0.5, PI / np.sqrt(3)),
    "honeycomb": (honeycomb, 3 * np.sqrt(3) / 4, 0.75,
                  PI * 0.75**2 / (3 * np.sqrt(3) / 4)),
    "rectangular 1:1.2": (grid_neighbours(1.0, 1.2), 1.2, 0.6, PI / 2),
}
lattice_peaks = {}
for name, (near, cell, r_expected, s_expected) in cases.items():
    values = np.array([counted_ratio(r, near, cell) for r in scan])
    best = int(np.argmax(values))
    assert abs(scan[best] - r_expected) < 1e-9, name
    assert abs(values[best] - s_expected) < 3e-3, name
    lattice_peaks[name] = (scan[best], values[best])


def disordered_ratio(centres, island_radii, box, nearest, directions):
    """S for arbitrary centres in a periodic box, by counting points."""
    ux, uy, uz = hemisphere_points(directions)
    turn = rng.uniform(0, 2 * PI, len(centres))[:, None]
    R = island_radii[:, None]
    px = centres[:, :1] + R * (ux * np.cos(turn) - uy * np.sin(turn))
    py = centres[:, 1:] + R * (ux * np.sin(turn) + uy * np.cos(turn))
    points = np.column_stack([px.ravel(), py.ravel()]) % box
    dist, index = cKDTree(centres, boxsize=box).query(points, k=nearest)
    dist = dist.reshape(len(points), -1)
    index = index.reshape(len(points), -1)
    z2 = ((R * uz)**2).reshape(-1, 1)
    free = np.all(dist**2 + z2 >= island_radii[index]**2 - 1e-9, axis=1)
    fraction = free.reshape(len(centres), -1).mean(axis=1)
    return np.sum(2 * PI * island_radii**2 * fraction) / box**2


# Random nuclei at the same density, one per b^2
count = 20000
box = np.sqrt(count)
random_centres = rng.uniform(0, box, (count, 2))
for u in (0.8, 1.5):
    sampled = disordered_ratio(random_centres,
                               np.full(count, u / np.sqrt(PI)), box, 1, 30)
    # statistical error of the random pattern is below one per cent
    assert abs(sampled / (2 * u * dawsn(u)) - 1) < 0.03
found = minimize_scalar(lambda u: -2 * u * dawsn(u), bounds=(1, 2),
                        method="bounded")
random_radius, random_peak = found.x / np.sqrt(PI), -found.fun

# Worked example, rough values for aluminium oxide on H-terminated silicon
b_nm, g_nm, r0_nm, density = 5.0, 0.1, 0.5, 3.0


def cycle_at(radius_in_b):
    return (radius_in_b * b_nm - r0_nm) / g_nm


r_close = np.sqrt(0.5)
mass_flat = density * g_nm * 1e-7 * 1e9  # ng per cm^2 and cycle

# Positional jitter and spread of nucleation times on the square grid
side = 40
gx, gy = np.meshgrid(np.arange(side) + 0.5, np.arange(side) + 0.5)
lattice = np.column_stack([gx.ravel(), gy.ravel()])
jitter = 0.1
moved = (lattice + rng.normal(0, jitter, lattice.shape)) % side
jitter_radii = np.arange(11, 20) * 0.04
jitter_s = [disordered_ratio(moved, np.full(side**2, r), side, 1, 60)
            for r in jitter_radii]
jitter_best = int(np.argmax(jitter_s))
spread = 10.0
delay = rng.uniform(0, spread, side**2)
delay_cycles = np.arange(18, 37, 2)
delay_s = [disordered_ratio(lattice, (r0_nm + g_nm * (N - delay)) / b_nm,
                            side, 8, 60) for N in delay_cycles]
delay_best = int(np.argmax(delay_s))
assert max(jitter_s) < PI / 2 and max(delay_s) < PI / 2

# Finite cycles: uptake set by the area before the cycle, volume conserved
r, finite_s = r0_nm / b_nm, []
while r < 0.66:
    finite_s.append(area_ratio(r))
    target = thickness(r) + g_nm / b_nm * finite_s[-1]
    r = brentq(lambda q: thickness(q) - target, r, r_close)
finite_best = int(np.argmax(finite_s))
assert 0.97 * PI / 2 < max(finite_s) <= PI / 2 + 1e-12

print("TESTS (lengths in units of grid spacing b)")
print(f"largest error of area law, counted points: {area_error:.1e}")
print(f"counted maximum of S: {counted.max():.4f} at r/b = "
      f"{radii[np.argmax(counted)]:.2f}")
print(f"pi/2 = {PI/2:.4f}")
print(f"S at r/b = 0.40, 0.60: {area_ratio(.4):.4f}, {area_ratio(.6):.4f}")
print(f"S at closure, r/b = {r_close:.4f}: {area_ratio(r_close):.4f}")
print(f"maximum with bare substrate counted: {total.max():.3f}")
for name, (rp, sp) in lattice_peaks.items():
    print(f"{name} lattice: peak S = {sp:.3f} at r/b = {rp:.2f}")
print("EXAMPLE INPUT (rough values)")
print(f"grid spacing: {b_nm:.1f} nm")
print(f"nucleus density: {1e14/b_nm**2:.1e} per cm^2")
print(f"growth per cycle on flat film: {g_nm:.2f} nm")
print(f"starting nucleus radius: {r0_nm:.1f} nm")
print(f"film density: {density:.1f} g/cm^3")
print("EXAMPLE RESULTS")
print(f"radius at first touch: {b_nm/2:.2f} nm")
print(f"cycles to first touch: {cycle_at(0.5):.1f}")
print(f"peak growth per cycle: {g_nm*area_ratio(.5):.3f} nm")
print(f"flat-film mass gain: {mass_flat:.1f} ng/cm^2 per cycle")
print(f"peak mass gain: {mass_flat*area_ratio(.5):.1f} ng/cm^2 per cycle")
print(f"mean thickness at touch: {b_nm*thickness(.5):.2f} nm")
print(f"radius at closure: {b_nm*r_close:.2f} nm")
print(f"cycles to closure: {cycle_at(r_close):.1f}")
print(f"growth per cycle at closure: {g_nm*area_ratio(r_close):.3f} nm")
print(f"mean thickness at closure: {b_nm*thickness(r_close):.2f} nm")
r100 = (r0_nm + 100 * g_nm) / b_nm
print(f"S after 100 cycles: {area_ratio(r100):.4f}")
print("NEGLECTED EFFECTS")
print(f"random nuclei: peak S = {random_peak:.3f} at u = {found.x:.3f}")
print(f"random nuclei: peak radius {b_nm*random_radius:.2f} nm, "
      f"cycle {cycle_at(random_radius):.1f}")
print(f"random nuclei: peak growth {g_nm*random_peak:.3f} nm per cycle")
print(f"jitter {jitter:.2f} b per axis: peak S = {max(jitter_s):.2f} "
      f"near r/b = {jitter_radii[jitter_best]:.2f}")
print(f"nucleation spread over {spread:.0f} cycles: peak S = "
      f"{max(delay_s):.2f} near cycle {delay_cycles[delay_best]}")
print(f"finite cycles: peak S = {max(finite_s):.3f} after "
      f"{finite_best} cycles")
print("all good")
```

Printed output:

```
TESTS (lengths in units of grid spacing b)
largest error of area law, counted points: 3.4e-04
counted maximum of S: 1.5708 at r/b = 0.50
pi/2 = 1.5708
S at r/b = 0.40, 0.60: 1.0053, 1.5080
S at closure, r/b = 0.7071: 1.3013
maximum with bare substrate counted: 1.785
triangular lattice: peak S = 1.814 at r/b = 0.50
honeycomb lattice: peak S = 1.360 at r/b = 0.75
rectangular 1:1.2 lattice: peak S = 1.571 at r/b = 0.60
EXAMPLE INPUT (rough values)
grid spacing: 5.0 nm
nucleus density: 4.0e+12 per cm^2
growth per cycle on flat film: 0.10 nm
starting nucleus radius: 0.5 nm
film density: 3.0 g/cm^3
EXAMPLE RESULTS
radius at first touch: 2.50 nm
cycles to first touch: 20.0
peak growth per cycle: 0.157 nm
flat-film mass gain: 30.0 ng/cm^2 per cycle
peak mass gain: 47.1 ng/cm^2 per cycle
mean thickness at touch: 1.31 nm
radius at closure: 3.54 nm
cycles to closure: 30.4
growth per cycle at closure: 0.130 nm
mean thickness at closure: 2.84 nm
S after 100 cycles: 1.0197
NEGLECTED EFFECTS
random nuclei: peak S = 1.285 at u = 1.502
random nuclei: peak radius 4.24 nm, cycle 37.4
random nuclei: peak growth 0.128 nm per cycle
jitter 0.10 b per axis: peak S = 1.52 near r/b = 0.60
nucleation spread over 10 cycles: peak S = 1.54 near cycle 28
finite cycles: peak S = 1.570 after 22 cycles
all good
```
